# Orbital susceptibility of gapped graphene: beyond the Landau-Peierls sum over bands: a numerical check

```python
"""Orbital susceptibility of gapped Dirac electrons against the Landau-Peierls term.

Result under test (Hartree units, chi = dM/dB per area at B -> 0, fixed mu):
    chi(mu,T) = -(g v^2 / (12 pi D)) * [f(-D) - f(D)]
v: Dirac velocity, D: half-gap, g: spin times valley degeneracy, f: Fermi function.
In the gap the Landau-Peierls (LP) term is zero, yet chi is finite and diamagnetic.
For D -> 0 the result becomes -(g v^2 / (6 pi)) delta(mu).
Independent roads: explicit Landau-level sums, interband perturbation theory,
and the total energy of lattice electrons in a magnetic field.
"""
import numpy as np
from scipy import constants as const
from scipy.special import gamma, gammaincc, expit

v = 0.4
half_gap = 0.005
g = 4
SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]], complex)
SZ = np.diag([1.0 + 0j, -1.0])


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return a + (b - a) * (x + 1) / 2, w * (b - a) / 2


def radial_grid(n):
    """Nodes and weights for an integral over k from 0 to infinity."""
    s, w = gauss(0.0, 1.0, n)
    k0 = half_gap / v
    return k0 * s / (1 - s), w * k0 / (1 - s) ** 2


def dirac(kx, ky):
    kx, ky = np.asarray(kx), np.asarray(ky)
    return (v * (kx[..., None, None] * SX + ky[..., None, None] * SY)
            + half_gap * SZ)


def fermi_slope(E, mu, T):
    x = np.clip((E - mu) / (2 * T), -300, 300)
    return -1 / (4 * T * np.cosh(x) ** 2)


# ---- Landau levels from ladder operators, both valleys
def valley_levels(B, gap, n_osc=30):
    lower = np.zeros((n_osc - 1, n_osc))
    for j in range(n_osc - 1):
        lower[j, j + 1] = np.sqrt(j + 1)
    c = v * np.sqrt(2 * B)
    one = np.block([[gap * np.eye(n_osc - 1), c * lower],
                    [c * lower.T, -gap * np.eye(n_osc)]])
    two = np.block([[gap * np.eye(n_osc), -c * lower.T],
                    [-c * lower, -gap * np.eye(n_osc - 1)]])
    return np.linalg.eigvalsh(one), np.linalg.eigvalsh(two)


B_example = 0.02 * half_gap ** 2 / v ** 2
lev1, lev2 = valley_levels(B_example, half_gap)
n = np.arange(1, 30)
pairs = np.sqrt(half_gap ** 2 + 2 * n * B_example * v ** 2)
assert np.allclose(lev1, np.sort(np.r_[-pairs, -half_gap, pairs]), atol=1e-12)
assert np.allclose(lev2, np.sort(np.r_[-pairs, half_gap, pairs]), atol=1e-12)


# ---- susceptibility from an explicit sum over Landau levels
def chi_levels(gap, mu, T):
    scale = max(gap, T)
    B = 0.02 * scale ** 2 / v ** 2
    b = B * v ** 2
    cut = 20 * scale        # smooth energy cutoff of the filled sea

    def thermal(E):
        return -T * (np.logaddexp(0, (mu - E) / T)
                     + np.logaddexp(0, -(mu + E) / T))

    E = np.sqrt(gap ** 2 + 2 * b * np.arange(int((2.6 * cut) ** 2 / (2 * b))))
    h = -E * np.exp(-(E / cut) ** 4) + thermal(E)
    level_sum = h.sum() - h[0] / 2
    sea = -cut ** 3 / 4 * gamma(0.75) * gammaincc(0.75, (gap / cut) ** 4)
    x, w = gauss(gap, max(gap, abs(mu)) + 40 * T, 400)
    no_field = (sea + np.sum(w * x * thermal(x))) / b
    omega_change = g * B / (2 * np.pi) * (level_sum - no_field)
    return -2 * omega_change / B ** 2


def chi_formula(gap, mu, T):
    occupied = expit((mu + gap) / T) - expit((mu - gap) / T)
    return -g * v ** 2 / (12 * np.pi * gap) * occupied


gaps = [half_gap / 2, half_gap, 2 * half_gap]
chi_gaps = [chi_levels(d, 0.0, d / 40) for d in gaps]
for d, c in zip(gaps, chi_gaps):
    assert abs(c / (-g * v ** 2 / (12 * np.pi * d)) - 1) < 1e-3
chi_gap = chi_gaps[1]
mu_metal, T_metal = 1.5 * half_gap, 0.1 * half_gap
chi_metal = chi_levels(half_gap, mu_metal, T_metal)
assert abs(chi_metal - chi_formula(half_gap, mu_metal, T_metal)) < 1e-3 * abs(chi_gap)
chi_edge = chi_levels(half_gap, half_gap, T_metal)
assert abs(chi_edge / chi_formula(half_gap, half_gap, T_metal) - 1) < 3e-3
T_zero = 0.001
chi_zero_gap = chi_levels(0.0, 0.0, T_zero)
assert abs(chi_zero_gap / (-g * v ** 2 / (24 * np.pi * T_zero)) - 1) < 2e-3

# weight of chi over mu, from level sums at finite temperature
mus = np.linspace(-4 * half_gap, 4 * half_gap, 81)
chi_mu = np.array([chi_levels(half_gap, m, 0.2 * half_gap) for m in mus])
weight_full = np.sum(chi_mu) * (mus[1] - mus[0])
assert abs(weight_full / (-g * v ** 2 / (6 * np.pi)) - 1) < 3e-3


# ---- interband response to a vector potential A_y = A cos(q x)
def interband(kx, ky, q):
    Ep, Up = np.linalg.eigh(dirac(kx + q / 2, ky))
    Em, Um = np.linalg.eigh(dirac(kx - q / 2, ky))
    element = np.einsum('...i,ij,...j->...', Up[..., 1].conj(), v * SY, Um[..., 0])
    return np.abs(element) ** 2 / (Ep[..., 1] - Em[..., 0])


k, wk = radial_grid(120)
angles = 2 * np.pi * (np.arange(32) + 0.5) / 32
KX, KY = np.outer(k, np.cos(angles)), np.outer(k, np.sin(angles))
q = 0.05 * half_gap / v
difference = interband(KX, KY, q) - interband(KX, KY, 0.0)
integral = np.sum(wk * k * difference.mean(axis=1)) / (2 * np.pi)
chi_interband = 2 * g * integral / q ** 2
assert abs(chi_interband / (-g * v ** 2 / (12 * np.pi * half_gap)) - 1) < 3e-3


# ---- Landau-Peierls term from band curvatures by finite differences
def band_and_curvature(k):
    s = 1e-3 * (k + half_gap / v)
    x, y = k * np.cos(0.4), k * np.sin(0.4)

    def e(i, j):
        return np.linalg.eigvalsh(dirac(x + i * s, y + j * s))[..., 1]

    exx = (e(1, 0) - 2 * e(0, 0) + e(-1, 0)) / s ** 2
    eyy = (e(0, 1) - 2 * e(0, 0) + e(0, -1)) / s ** 2
    exy = (e(1, 1) - e(1, -1) - e(-1, 1) + e(-1, -1)) / (4 * s ** 2)
    return e(0, 0), exx * eyy - exy ** 2


k, wk = radial_grid(300)
E_band, curvature = band_and_curvature(k)


def chi_lp(mu, T):
    slope = fermi_slope(E_band, mu, T) + fermi_slope(-E_band, mu, T)
    return g / 12 * np.sum(wk * k * slope * curvature) / (2 * np.pi)


lp_gap = chi_lp(0.0, half_gap / 40)
lp_metal = chi_lp(mu_metal, T_metal)
x, w = gauss(half_gap, mu_metal + 40 * T_metal, 400)
lp_law = -g * v ** 2 * half_gap ** 2 / (24 * np.pi * x ** 3)
lp_metal_formula = -np.sum(w * lp_law * (fermi_slope(x, mu_metal, T_metal)
                                         + fermi_slope(-x, mu_metal, T_metal)))
assert abs(lp_gap) < 1e-10 * abs(chi_gap)
assert abs(lp_metal / lp_metal_formula - 1) < 2e-3
assert abs(lp_metal) > 50e-3 * abs(chi_gap)
weight_lp = -g / 12 * 2 * np.sum(wk * k * curvature) / (2 * np.pi)
assert abs(weight_lp / (-g * v ** 2 / (24 * np.pi)) - 1) < 2e-3

# ---- band edge: valley-moment Pauli term + LP term + filled sea = 0
curv0 = band_and_curvature(np.array([0.0]))[1][0]
mass = 1 / np.sqrt(curv0)
B_small = 1e-4 * half_gap ** 2 / v ** 2
a1, a2 = valley_levels(B_small, half_gap)
moment = (a1[a1 > 0].min() - a2[a2 > 0].min()) / (2 * B_small)
pauli_edge = g * mass / (2 * np.pi) * moment ** 2
lp_edge = -g / 12 * mass / (2 * np.pi) * curv0
assert abs(moment * 2 * mass - 1) < 1e-3
assert abs(pauli_edge + lp_edge + chi_gap) < 2e-3 * abs(chi_gap)


# ---- one isolated band on a square lattice (hopping 1, spacing 1): LP holds
def shift_and_clock(size):
    shift = np.roll(np.eye(size), 1, axis=0).astype(complex)
    clock = np.diag(np.exp(2j * np.pi * np.arange(size) / size))
    return shift, clock


size, mu_sq, T_sq = 100, -1.5, 0.5
X, Z = shift_and_clock(size)
hop = np.exp(0.003j) * X + np.exp(0.005j) * Z
E_field = np.linalg.eigvalsh(-(hop + hop.conj().T))
kk = 2 * np.pi * np.arange(400) / 400
CX, CY = np.meshgrid(np.cos(kk), np.cos(kk))
E_free = -2 * (CX + CY)
omega_B = np.mean(-T_sq * np.logaddexp(0, (mu_sq - E_field) / T_sq))
omega_0 = np.mean(-T_sq * np.logaddexp(0, (mu_sq - E_free) / T_sq))
chi_square = -2 * (omega_B - omega_0) / (2 * np.pi / size) ** 2
lp_square = np.mean(fermi_slope(E_free, mu_sq, T_sq) * 4 * CX * CY) / 12
assert abs(chi_square / lp_square - 1) < 1e-2

# ---- honeycomb lattice, staggered potential +-D (hopping 1, bond length 1)
area = 3 * np.sqrt(3) / 2
v_lat = 1.5
lat_gaps = np.array([0.2, 0.3, 0.4])
phase = np.exp(2j * np.pi * np.arange(600) / 600)
f2 = np.abs(1 + phase[:, None] + phase[None, :]) ** 2
E0_lat = np.array([-np.mean(np.sqrt(d ** 2 + f2)) for d in lat_gaps])


def chi_honeycomb(size):
    X, Z = shift_and_clock(size)
    hops = np.eye(size) + np.exp(0.001j) * X + np.exp(0.002j) * Z
    s = np.linalg.svd(hops, compute_uv=False)
    E_lat = np.array([-np.mean(np.sqrt(d ** 2 + s ** 2)) for d in lat_gaps])
    B = 2 * np.pi / (size * area)
    return -2 * (E_lat - E0_lat) / (area * B ** 2)


# the leading field correction is of order B^2 and is removed with two fields
chi_lat = (4 * chi_honeycomb(600) - chi_honeycomb(300)) / 3
coef_lat = np.polyfit(lat_gaps, lat_gaps * chi_lat, 2)[-1]
coef_dirac = -2 * v_lat ** 2 / (12 * np.pi)
assert np.all(chi_lat < 0)
# tolerance: third-order lattice terms in D remain in the extrapolation
assert abs(coef_lat / coef_dirac - 1) < 0.05

# ---- output
hartree_eV = const.physical_constants['Hartree energy in eV'][0]
tesla = const.physical_constants['atomic unit of mag. flux density'][0]
kelvin = const.physical_constants['hartree-kelvin relationship'][0]
to_metre = const.mu_0 * const.e ** 2 / const.m_e
free_2d = -2 / (24 * np.pi)
print(f"velocity v = {v} a.u.; degeneracy g = {g}")
print(f"half-gap D = {half_gap} hartree = {half_gap * hartree_eV:.4f} eV")
print(f"band-edge mass D/v^2 = {mass:.5f} a.u.")
print(f"field in level sum = {B_example:.4e} a.u. = {B_example * tesla:.3f} T")
print("-- chemical potential in mid-gap, chi in a.u.")
print(f"Landau-level sum       = {chi_gap:.5f}")
print(f"interband response     = {chi_interband:.5f}")
print(f"formula -g v^2/(12piD) = {-g * v**2 / (12 * np.pi * half_gap):.5f}")
print(f"Landau-Peierls at T = D/40: {lp_gap:.1e}")
print(f"mu0*chi (level sum) = {chi_gap * to_metre:.4e} m")
print(f"free 2D electrons, Landau term, spin 2: {free_2d:.5f} a.u.")
print(f"ratio gap value / free value = {chi_gap / free_2d:.1f}")
for d, c in zip(gaps, chi_gaps):
    print(f"D = {d:.4f} hartree: chi = {c:.5f} a.u., D*chi = {d * c:.6f} a.u.")
print(f"-- metal: mu = {mu_metal:.4f}, T = {T_metal:.4f} hartree, chi in a.u.")
print(f"full, level sum = {chi_metal:.5f}")
print(f"full, formula   = {chi_formula(half_gap, mu_metal, T_metal):.5f}")
print(f"Landau-Peierls  = {lp_metal:.5f}")
print(f"full minus Landau-Peierls = {chi_metal - lp_metal:.5f}")
print("-- band edge, T -> 0, chi in a.u.")
print(f"valley moment = {moment:.4f} a.u.")
print(f"Pauli term of valley moments = {pauli_edge:.5f}")
print(f"Landau-Peierls term = {lp_edge:.5f}")
print(f"filled sea = {chi_gap:.5f}")
print(f"sum of the three = {pauli_edge + lp_edge + chi_gap:.5f}")
print("-- integral of chi over mu, a.u.")
print(f"full, level sums = {weight_full:.6f}")
print(f"formula -g v^2/(6pi) = {-g * v**2 / (6 * np.pi):.6f}")
print(f"Landau-Peierls = {weight_lp:.6f}")
print(f"ratio Landau-Peierls / full = {weight_lp / weight_full:.4f}")
print(f"-- zero gap, mu = 0, T = {T_zero} hartree = {T_zero * kelvin:.1f} K")
print(f"chi level sum = {chi_zero_gap:.5f} a.u.")
print(f"chi formula   = {-g * v**2 / (24 * np.pi * T_zero):.5f} a.u.")
print(f"-- square lattice, one band, mu = {mu_sq}, T = {T_sq} (hopping units)")
print(f"chi from spectrum in field = {chi_square:.6f}")
print(f"chi Landau-Peierls         = {lp_square:.6f}")
print("-- honeycomb lattice, one spin, filled band (hopping, bond units)")
for d, c in zip(lat_gaps, chi_lat):
    print(f"D = {d:.1f}: chi lattice = {c:.5f}, Dirac = {coef_dirac / d:.5f}")
print(f"D*chi extrapolated to D = 0: {coef_lat:.5f}")
print(f"Dirac coefficient: {coef_dirac:.5f}")
print("checks complete")
```

Output:

```
velocity v = 0.4 a.u.; degeneracy g = 4
half-gap D = 0.005 hartree = 0.1361 eV
band-edge mass D/v^2 = 0.03125 a.u.
field in level sum = 3.1250e-06 a.u. = 0.735 T
-- chemical potential in mid-gap, chi in a.u.
Landau-level sum       = -3.39513
interband response     = -3.39446
formula -g v^2/(12piD) = -3.39531
Landau-Peierls at T = D/40: -1.3e-17
mu0*chi (level sum) = -1.2023e-13 m
free 2D electrons, Landau term, spin 2: -0.02653 a.u.
ratio gap value / free value = 128.0
D = 0.0025 hartree: chi = -6.79026 a.u., D*chi = -0.016976 a.u.
D = 0.0050 hartree: chi = -3.39513 a.u., D*chi = -0.016976 a.u.
D = 0.0100 hartree: chi = -1.69757 a.u., D*chi = -0.016976 a.u.
-- metal: mu = 0.0075, T = 0.0005 hartree, chi in a.u.
full, level sum = -0.02261
full, formula   = -0.02272
Landau-Peierls  = -0.53909
full minus Landau-Peierls = 0.51648
-- band edge, T -> 0, chi in a.u.
valley moment = 15.9992 a.u.
Pauli term of valley moments = 5.09245
Landau-Peierls term = -1.69765
filled sea = -3.39513
sum of the three = -0.00033
-- integral of chi over mu, a.u.
full, level sums = -0.033949
formula -g v^2/(6pi) = -0.033953
Landau-Peierls = -0.008488
ratio Landau-Peierls / full = 0.2500
-- zero gap, mu = 0, T = 0.001 hartree = 315.8 K
chi level sum = -8.48826 a.u.
chi formula   = -8.48826 a.u.
-- square lattice, one band, mu = -1.5, T = 0.5 (hopping units)
chi from spectrum in field = 0.005162
chi Landau-Peierls         = 0.005158
-- honeycomb lattice, one spin, filled band (hopping, bond units)
D = 0.2: chi lattice = -0.50780, Dirac = -0.59683
D = 0.3: chi lattice = -0.30958, Dirac = -0.39789
D = 0.4: chi lattice = -0.21104, Dirac = -0.29842
D*chi extrapolated to D = 0: -0.11961
Dirac coefficient: -0.11937
checks complete
```
